# Why slow noble-gas ions eject electrons from metals

## The question

An argon ion strikes a metal electrode with a kinetic energy of 10 eV. It is tens of thousands of times heavier than an electron and moves far more slowly than the fast electrons in the metal. Electrons nevertheless leave the surface. Where does their energy come from, and which combinations of ion and metal allow it?

The answer concerns a clean metal at zero temperature, large enough to act as an electron reservoir. Its electrons are treated as independent. They fill a band of width $\varepsilon_F$, whose top lies at the work function $\phi$ below the vacuum level. The bottom of the band is therefore at depth $V_0=\phi+\varepsilon_F$. Energies of ejected electrons are measured from the vacuum level.

## The impact is too gentle

Consider first the kinetic energy of the ion. Let its speed be $v$, and let a metal electron of mass $m$ and speed $u$ collide with it elastically. The ion is so heavy that its recoil can be neglected. In the frame of the ion, the collision turns the electron's velocity but keeps its magnitude, which is at most $u+v$. Returning to the laboratory frame adds at most another $v$, so the final speed is at most $u+2v$. The energy gain is largest for a head-on collision with an electron at the Fermi speed $v_F$:

$$
\Delta E_{\max}=\frac m2\left[(v_F+2v)^2-v_F^2\right]=2mv(v+v_F).
$$

Take round parameters, $\phi=4.5$ eV and $\varepsilon_F=7$ eV. Then $mv_F^2=2\varepsilon_F=14$ eV and $v_F=1.569\times10^6$ m/s. Argon at 10 eV has $v=6.95\times10^3$ m/s, so $v/v_F=0.00443$ and

$$
\Delta E_{\max}=2(14\ \mathrm{eV})(0.00443)(1.00443)\approx0.125\ \mathrm{eV}.
$$

An electron at the Fermi level needs at least 4.5 eV to escape. Setting $\Delta E_{\max}=\phi$ gives $2mv^2+2mv_Fv-\phi=0$, whose positive root is

$$
v_{\rm imp}=\frac{v_F}{2}\left[\sqrt{1+\frac{2\phi}{mv_F^2}}-1\right].
$$

Here it is $2.21\times10^5$ m/s, which for argon means about 10 keV. At this speed a single collision can give a free electron enough energy to leave, but that alone does not let it escape. The electron that gains most is driven in the direction of the ion's motion, into the metal, and would still have to be turned back towards the surface. Close encounters between atoms can promote electrons in other ways at lower energies, so it is not a general threshold for emission by impact. It does show that simple impact fails at 10 eV by a wide margin.

## The energy is stored in the hole

The ion also carries potential energy, because one of its electrons is missing. Let $I'$ be the energy released when an electron at rest in vacuum fills this hole while the ion stands near the surface. In Auger neutralization two metal electrons take part: one drops into the hole, and the other receives the energy set free.

Let the two electrons start at depths $\phi+x_1$ and $\phi+x_2$ below the vacuum level. At zero temperature no electron lies above the Fermi level, so $x_1\geq0$ and $x_2\geq0$. Lifting both electrons to rest in vacuum costs

$$
(\phi+x_1)+(\phi+x_2).
$$

Putting one of them into the hole returns $I'$. What remains is the energy of the other:

$$
E=I'-2\phi-x_1-x_2 .
$$

An electron outside the metal must have $E>0$. The best case is $x_1=x_2=0$, with both electrons taken from the Fermi level. Hence

$$
E_{\max}=I'-2\phi,\qquad I'>2\phi .
$$

The factor two counts the electrons that leave the metal. One ends in the atom and the other in vacuum, and each costs at least one work function. If $-\phi<E<0$, the second electron reaches an empty state above the Fermi level but stays in the metal. The ion is then neutralized without emission.

The speed of the ion does not appear in this balance. That is why slowness does not switch the emission off. Noble-gas ions are effective because the hole lies in a tightly bound closed shell, which makes $I'$ large. A sodium ion, whose neutral atom has an ionization energy of roughly 5 eV, would fall well short of the 9 eV required by the present metal.

The cost $2\phi$ assumes a reservoir. In a small system, removing the first electron can leave the second one deeper. A finite one-dimensional well shows this when its highest occupied level holds a single electron. The cheapest pair then costs more than twice the cheapest single removal, by 1.39 eV for a width of 20 Å, 0.39 eV for 80 Å and 0.10 eV for 320 Å. In this model the excess is one level spacing, and it shrinks roughly as the inverse width. The model has independent electrons and so omits charging, which dominates in a real three-dimensional particle. For a metal sphere of radius $R=10$ Å with the same band, the mean level spacing is about 0.03 eV, while the charging energy $e^2/(4\pi\varepsilon_0R)$ is about 1.4 eV.

## The surface lowers the available energy

For a free atom the released energy is the ionization energy $I$. Near a metal it is smaller, because the ion is attracted to the surface and the neutral atom, to this accuracy, is not.

Place the ion, of charge $+e$, at distance $s$ from the effective metal surface, called the image plane. A fictitious charge $-e$ at distance $s$ behind the plane makes the potential vanish everywhere on it, since each point of the plane is equally far from both charges. It therefore reproduces the field outside the metal. The charges are $2s$ apart, so the attractive force is

$$
F(s)=\frac{e^2}{4\pi\varepsilon_0(2s)^2}=\frac{e^2}{16\pi\varepsilon_0s^2}.
$$

With zero energy at infinite distance, the interaction energy is

$$
U(s)=-\int_s^\infty F(s')\,ds'=-\frac{C}{s},\qquad
C=\frac{e^2}{16\pi\varepsilon_0}=3.60\ \mathrm{eV\,Å}.
$$

Before neutralization the ion has energy $I-C/s$ relative to the neutral atom. Afterwards this energy is zero. Therefore

$$
I'(s)=I-\frac Cs,
$$

and the condition for emission becomes

$$
I-\frac Cs>2\phi .
$$

The simpler rule $I>2\phi$ omits the shift and is therefore too generous. The missing energy $C/s$ is not lost: the image force has already turned it into kinetic energy of the approaching ion, and the neutral atom keeps it.

The classical image law holds when the ion is not too close to the surface. At very short distance, chemical interaction and repulsion also shift the levels. They are left out here.

## Where a slow ion is neutralized

The shift depends on the distance at which neutralization happens. The process needs overlap between metal electrons and the ion, and this overlap falls off rapidly outside the metal. A simple model for the rate is

$$
\Gamma(s)=A e^{-as},\qquad A=10^{16}\ \mathrm{s^{-1}},\qquad a=2\ \text{Å}^{-1}.
$$

Let $P$ be the probability that the ion is still charged. In time $dt$ it changes by $dP=-\Gamma P\,dt$. For an approaching ion $ds=-v\,dt$, so $dP/ds=\Gamma P/v$. With $P=1$ far away,

$$
P(s)=\exp\left[-\int_s^\infty\frac{\Gamma(s')}{v(s')}ds'\right]
\approx\exp\left[-\frac{\Gamma(s)}{a\,v(s)}\right].
$$

The last form treats the speed as constant over the length $1/a$, where most of the integral arises. A slower ion has a larger exponent: it spends more time within reach of the metal electrons and is less likely to arrive still charged.

The probability of neutralization per unit length is $p=gP$, with $g=\Gamma/v$. Since $dP/ds=gP$, its maximum satisfies

$$
\frac{dp}{ds}=\left(\frac{dg}{ds}+g^2\right)P=0 .
$$

From $\Gamma\propto e^{-as}$ follows $dg/ds=-g\,(a+v'/v)$, where $v'=dv/ds$. The condition is thus $g=a+v'/v$. When the speed changes little over $1/a$, the second term is small, and

$$
\Gamma(s_m)\approx a\,v(s_m),\qquad s_m\approx\frac1a\ln\frac{A}{a\,v(s_m)} .
$$

The speed includes the image attraction. For an ion of mass $M$ that had kinetic energy $E_0$ far away, at normal incidence,

$$
\frac{M v(s)^2}{2}=E_0+\frac Cs .
$$

Even an ion that starts almost at rest is drawn inward, so the limit $E_0\to0$ does not leave it hovering outside the reach of the metal.

For argon at 10 eV the image attraction adds about 1.7 eV near $s_m$. The speed there is $6.95\times10^3\sqrt{1.17}\approx7.5\times10^3$ m/s, and multiplication by $a$ gives $1.5\times10^{14}$ s$^{-1}$. Hence

$$
s_m\approx\frac{1}{2\ \text{Å}^{-1}}\ln\frac{10^{16}}{1.5\times10^{14}}\approx2.1\ \text{Å}.
$$

Integrating the motion and the survival probability together gives the same distance to this accuracy. At 1 Å the integrated survival exponent is 8.68, while the local formula gives 8.35. The formula is slightly low because it uses the speed at 1 Å for the whole path, although the ion was slower farther out. The surviving fraction is about $2\times10^{-4}$, so in this model almost every ion has been neutralized before it comes that close.

## Could the energy leave in another way?

One alternative is resonant tunnelling, in which a single metal electron moves into the hole without changing its energy. The hole lies at depth $I'$, whereas occupied metal states extend only from $\phi$ down to $V_0$. If $I'>V_0$, no metal electron has the right energy and this path to the ground state is closed. For argon at 10 eV, $I'\approx13.8$ eV exceeds $V_0=11.5$ eV.

Near the emission threshold the situation differs. There $I'\approx2\phi=9$ eV, which lies inside the occupied band, so resonant filling competes with the Auger process. This happens whenever $2\phi<\phi+\varepsilon_F$, that is, when $\phi<\varepsilon_F$. The inequality $I'>2\phi$ is therefore necessary for Auger emission but does not guarantee an Auger event. Routes through excited atomic states are not included.

A second alternative is a photon. The usual dipole formula for spontaneous emission is

$$
\Gamma_{\rm ph}=\frac{\omega^3d^2}{3\pi\varepsilon_0\hbar c^3}.
$$

For an estimate, let $d$ be the elementary charge times the Bohr radius, and let the photon carry the largest available energy, $\hbar\omega=I'-\phi\approx9.3$ eV. The rate is then about $9\times10^8$ s$^{-1}$, compared with an Auger rate of $1.5\times10^{14}$ s$^{-1}$ at $s_m$. The ratio is about $6\times10^{-6}$. Light is far too slow to compete during the approach.

## From an open channel to a yield

Above threshold, not every Auger event ejects an electron. When the excess energy is small, many pairs start too deep in the band. Even with a large excess, many excited electrons travel in the wrong direction. A free-electron model shows both effects. It assumes constant transition matrix elements, isotropic directions inside the metal and a planar barrier of height $V_0$. Scattering, secondary cascades and quantum reflection at the barrier are ignored: every electron inside the escape cone is taken to leave.

An excited electron has kinetic energy $E+V_0$ inside the metal. If it moves at angle $\theta$ to the outward normal, it escapes when the part belonging to normal motion exceeds the barrier:

$$
(E+V_0)\cos^2\theta>V_0 .
$$

The allowed directions form a cone. Its share of the full sphere is $(1-\cos\theta_c)/2$, where $\theta_c$ is the limiting angle, so

$$
\eta(E)=\frac12\left[1-\sqrt{\frac{V_0}{V_0+E}}\right]\approx\frac{E}{4V_0}
\quad(E\ll V_0).
$$

The density of initial states at depth $x$ below the Fermi level is proportional to $\sqrt{\varepsilon_F-x}$. For a total depth $y=x_1+x_2$, the weight of all pairs is

$$
W(y)=\int\sqrt{(\varepsilon_F-x)(\varepsilon_F-y+x)}\,dx ,
$$

taken over the range where both electrons lie in the band. For small $y$ this range is $0\leq x\leq y$ and the integrand is close to $\varepsilon_F$, so $W(y)\approx\varepsilon_Fy$.

Let $\Delta=I'-2\phi$. Energy conservation gives $y=\Delta-E$. With the final density of states proportional to $\sqrt{E+V_0}$, the yield per Auger event is

$$
\gamma=\frac{\int_0^\Delta\eta(E)\sqrt{E+V_0}\;W(\Delta-E)\,dE}
{\int_{-\phi}^{\Delta}\sqrt{E+V_0}\;W(\Delta-E)\,dE}.
$$

The lower limit $-\phi$ in the denominator is the Fermi level, below which the final states are filled; $W$ is zero for $y>2\varepsilon_F$. Close to threshold the numerator becomes

$$
\frac{\sqrt{V_0}\,\varepsilon_F}{4V_0}\int_0^\Delta E(\Delta-E)\,dE
=\frac{\varepsilon_F}{4\sqrt{V_0}}\left(\frac{\Delta^3}{2}-\frac{\Delta^3}{3}\right)
=\frac{\varepsilon_F\Delta^3}{24\sqrt{V_0}} .
$$

The denominator tends to a nonzero constant, so $\gamma$ starts as $\Delta^3$. One power comes from the escape cone, one from the number of pairs, and one from the range of final energies. Emission thus fades in smoothly, and the energetic threshold is not a step in the yield. The exponent depends on the escape model. With quantum reflection at an abrupt step the onset becomes $\Delta^{3.5}$, and the yield falls by about a factor of three at $\Delta=0.5$ eV and by about a third at $\Delta=4.8$ eV.

For $\Delta=0.5$, 1 and 2 eV the full model gives $5.4\times10^{-5}$, $3.6\times10^{-4}$ and $2.1\times10^{-3}$ electrons per Auger event. The two doublings raise the yield by factors of 6.6 and 5.8, not 8. A small part of the shortfall comes from the numerator, which grows by 7.8 and 7.6. The product $\eta\sqrt{E+V_0}=(\sqrt{V_0+E}-\sqrt{V_0})/2$ grows more slowly than $E$, and $W(y)$ grows more slowly than $y$, because the density of states falls with depth. The larger part comes from the denominator, which grows by factors of 1.18 and 1.31 as more pairs and final states become available.

## The numbers for three ions

The ionization energies of the free atoms are computed with the coupled-cluster method CCSD(T) in the cc-pVTZ basis, with frozen cores for neon and argon. Relativity, higher excitations and the error of the finite basis are left out. The results are 24.5 eV for helium, 21.3 eV for neon and 15.5 eV for argon. They are too low and not converged in the basis: neon rises by 0.16 eV in aug-cc-pVTZ, while argon rises by 0.17 eV and helium by 0.03 eV in cc-pVQZ. The classical image law is also only an estimate at the distances of about 2 Å found here. The first decimal of the energies below therefore serves to follow the model and is not a prediction.

For argon at 10 eV the steps are

$$
\frac{C}{s_m}\approx\frac{3.60}{2.10}\ \mathrm{eV}\approx1.7\ \mathrm{eV},\qquad
I'\approx15.5-1.7=13.8\ \mathrm{eV},
$$

$$
E_{\max}\approx13.8-2(4.5)=4.8\ \mathrm{eV}.
$$

This limit belongs to the most probable distance $s_m$. The local formula gives $P(s_m)\approx e^{-1}$, so roughly 63% of the ions are neutralized farther out. Their image shift is smaller, and they can give an electron more energy, up to the unshifted limit of 6.5 eV. The corresponding results at $s_m$ for all three ions at 10 eV are:

- Helium: $s_m=1.5$ Å, $I'=22.1$ eV, $E_{\max}=13.1$ eV, $\gamma\approx0.11$.
- Neon: $s_m=1.9$ Å, $I'=19.4$ eV, $E_{\max}=10.4$ eV, $\gamma\approx0.08$.
- Argon: $s_m=2.1$ Å, $I'=13.8$ eV, $E_{\max}=4.8$ eV, $\gamma\approx0.016$.

Helium comes closest because, at equal energy, the lightest ion is the fastest. It has the largest image shift, yet its high ionization energy leaves it the largest excess. The yields belong to this simple model and are not predictions for a particular metal. Measured yields on clean tungsten are several times larger, about 0.1 for argon. For argon, random sampling of pairs and directions agrees with the integral, which tests the integration but not the assumptions of the model.

The threshold can also be read as a limit on the metal. An argon ion neutralized at the same $s_m$ can eject an electron only if $\phi<I'/2\approx6.9$ eV. Ions neutralized farther out tolerate a somewhat larger work function, so emission does not stop exactly at this value, although the $\Delta^3$ law has already made it very weak there. The unshifted rule gives an upper bound of about 7.8 eV.

Finally, let the argon energy vary. At 0.1 eV the approximate formula for $s_m$ gives 2.6 Å, with $I'\approx14.2$ eV and $\gamma\approx0.019$. At 100 eV it gives 1.6 Å, with $I'\approx13.2$ eV and $\gamma\approx0.012$. A thousandfold increase in kinetic energy lowers the model yield by about one third. The speed enters through the logarithm in $s_m$, and thus through a modest change of the image shift.

## How sharp is the threshold?

At finite temperature some electrons lie above the Fermi level by energies of order $k_BT$. For them $x_1$ or $x_2$ is negative, and a weak tail of emission extends below $2\phi$. The motion of the ion has a similar effect: neutralization takes place within a time of about $1/(av)$, which blurs the energy balance by roughly $\hbar av$. For argon at 10 eV this is about 0.1 eV. The blur shrinks for slower ions but does not vanish, because the image attraction keeps the ion moving. A larger spread comes from the image shift itself: neutralization occurs over a range of distances of order $1/a$ around $s_m$, so the shift varies by roughly $C/(as_m^2)\approx0.4$ eV. These two widths, 0.1 eV and 0.4 eV, are estimates that hold for the assumed rate parameters $A$ and $a$.

## Calculated quantities

```
Work function 4.50 eV, band width 7.00 eV
Inner potential 11.50 eV, 2*phi = 9.00 eV
Rate prefactor A = 10.0 1/fs, decay a = 2.0 1/angstrom
Image constant C = 3.5999 eV angstrom
He: I = 24.53 eV (CCSD(T)), 24.53 eV (EOM-CCSD)
Ne: I = 21.30 eV (CCSD(T)), 21.16 eV (EOM-CCSD)
Ar: I = 15.54 eV (CCSD(T)), 15.62 eV (EOM-CCSD)
Well 20 angstrom: pair threshold - 2*phi_well = 1.382 eV
Well 80 angstrom: pair threshold - 2*phi_well = 0.389 eV
Well 320 angstrom: pair threshold - 2*phi_well = 0.100 eV
Ar 10 eV: peak distance from trajectory 2.11 angstrom
Ar 10 eV: survival exponent at 1 angstrom 8.68, estimate 8.35
Ar 10 eV: survival to 1 angstrom 1.7e-04
Excess I_eff-2*phi = 0.5 eV: model yield 5.43e-05 electrons per Auger event
Excess I_eff-2*phi = 1.0 eV: model yield 3.60e-04 electrons per Auger event
Excess I_eff-2*phi = 2.0 eV: model yield 2.09e-03 electrons per Auger event
Ions of 10 eV at normal incidence:
He: s = 1.51 angstrom, shift = 2.39 eV, I_eff = 22.14 eV
He: I-2*phi = 15.53 eV, greatest electron energy = 13.14 eV
He: largest phi allowing emission = 11.07 eV, yield = 0.1105
Ne: s = 1.92 angstrom, shift = 1.87 eV, I_eff = 19.43 eV
Ne: I-2*phi = 12.30 eV, greatest electron energy = 10.43 eV
Ne: largest phi allowing emission = 9.71 eV, yield = 0.0797
Ar: s = 2.10 angstrom, shift = 1.72 eV, I_eff = 13.83 eV
Ar: I-2*phi = 6.54 eV, greatest electron energy = 4.83 eV
Ar: largest phi allowing emission = 6.91 eV, yield = 0.0163
Ar yield by direct sampling 0.0163
Argon at other impact energies:
0.1 eV: s = 2.62 angstrom, I_eff = 14.17 eV, yield = 0.0190
100.0 eV: s = 1.56 angstrom, I_eff = 13.23 eV, yield = 0.0121
Photon energy 9.33 eV, dipole e*a0: rate 8.6e+08 1/s
Auger rate at that distance 1.5e+14 1/s, photon/Auger 5.7e-06
Fermi speed 1.569e+06 m/s, Ar 10 eV speed 6.950e+03 m/s
Greatest impact transfer from Ar 10 eV: 0.125 eV
Impact threshold: speed 2.211e+05 m/s, Ar energy 10.1 keV
```
